# Why hyperpolarisation reshapes a multiplet and lets polarisation be measured

Take two weakly coupled spins 1/2 with polarisations $P_1$ and $P_2$, where $P=p_\alpha-p_\beta$ is a population difference. Turn both by a pulse of flip angle $\beta$ about the $y$ axis and observe the doublet of spin 1. Call its line amplitudes $S_+$ and $S_-$, for spin 2 in $\alpha$ and in $\beta$. For weak coupling, as derived below, each is the $x$ magnetisation of spin 1 just after the pulse in the molecules whose spin 2 is in that state; with strong coupling this identification, and the argument that follows, fail. Symmetry nearly fixes their form.

If the spins are uncorrelated, the density operator is a product of one factor per spin, each of first degree in its own polarisation. Hence $S_\pm$ contains at most the terms $1$, $P_1$, $P_2$ and $P_1P_2$. A rotation of spin 1 alone by $\pi$ about $y$ commutes with the pulse, reverses $P_1$ and reverses the detected $x$ magnetisation. So $S_\pm$ is odd in $P_1$, and the terms $1$ and $P_2$ drop out. The same rotation of spin 2 alone reverses $P_2$ and exchanges its states $\alpha$ and $\beta$, so $S_+(P_1,P_2)=S_-(P_1,-P_2)$. What remains is

$$S_\pm=P_1\,[\,b(\beta)\pm d(\beta)\,P_2\,].$$

The amplitudes are pure numbers, and two functions of the flip angle are left to find.

## The belief and its appeal

The belief is that hyperpolarisation multiplies the spectrum by an enhancement factor and changes nothing else. It is well founded at ordinary polarisation. A proton in a field $B$ has populations proportional to $e^{\pm x}$ with $x=\gamma\hbar B/2kT$, so $P=\tanh x$. At exactly 9.4 T and 300 K this is $3.2013\times10^{-5}$. The term in $P_1P_2$ is then smaller than the term in $P_1$ by the same factor, and the signal is proportional to polarisation to within a few parts in $10^5$.

The belief extends this proportionality to $P$ of order one. For $P_1=P_2=P$ the form above is $bP\pm dP^2$, which scales uniformly only if $d=0$. Symmetry does not require that, so $d$ must be calculated.

## Expanding the product state

The state of one polarised spin is $\tfrac12(1+2P_kI_{kz})$, with eigenvalues $(1\pm P_k)/2$. Multiplying two of these gives

$$\rho=\tfrac14\left(1+2P_1I_{1z}+2P_2I_{2z}+4P_1P_2I_{1z}I_{2z}\right).$$

The last term is two-spin order. It needs no interaction between the spins: two independent spins that both favour $\alpha$ are found parallel more often than antiparallel.

For the pulse, let $I_z(\beta)=e^{-i\beta I_y}I_ze^{i\beta I_y}$, and define $I_x(\beta)$ likewise. Then $dI_z/d\beta=-i[I_y,I_z]=I_x$ and $dI_x/d\beta=-i[I_y,I_x]=-I_z$, so

$$I_z\to I_z\cos\beta+I_x\sin\beta .$$

The two-spin term becomes

$$P_1P_2\left[\cos^2\!\beta\, I_{1z}I_{2z}+\sin\beta\cos\beta\,(I_{1x}I_{2z}+I_{1z}I_{2x})+\sin^2\!\beta\, I_{1x}I_{2x}\right].$$

Now let the spins precess. For weak coupling, meaning $|J|\ll|\nu_1-\nu_2|$, the rotating-frame Hamiltonian is $H/h=\nu_1I_{1z}+\nu_2I_{2z}+JI_{1z}I_{2z}$. With relaxation ignored, the detected operator of spin 1 evolves as $I_{1+}(t)=I_{1+}e^{2\pi i(\nu_1+JI_{2z})t}$. The signal therefore has lines at $\nu_1\pm J/2$, with amplitudes

$$S_\pm=\mathrm{Tr}\left[\rho'\,I_{1+}\left(\tfrac12\pm I_{2z}\right)\right],$$

where $\rho'$ is the state just after the pulse and the bracket projects spin 2 onto $\alpha$ or $\beta$.

For a single spin, $\mathrm{Tr}(I_xI_+)=\tfrac12$, while $\mathrm{Tr}\,I_+=\mathrm{Tr}(I_zI_+)=0$, so only terms containing $I_{1x}$ can contribute. There are three:

- The term $\tfrac12P_1\sin\beta\,I_{1x}$ gives $\tfrac12P_1\sin\beta\cdot\tfrac12\cdot1$, since the projector has unit trace.
- The term $P_1P_2\sin\beta\cos\beta\,I_{1x}I_{2z}$ gives $P_1P_2\sin\beta\cos\beta\cdot\tfrac12\cdot(\pm\tfrac12)$, since $\mathrm{Tr}\,I_{2z}^2=\tfrac12$.
- The term in $I_{1x}I_{2x}$ gives nothing, since $I_{2x}$ has no diagonal elements.

Adding them,

$$S_\pm=\frac{P_1}{4}\sin\beta\,(1\pm P_2\cos\beta),\qquad a\equiv\frac{S_+-S_-}{S_++S_-}=P_2\cos\beta .$$

Thus $b=\tfrac14\sin\beta$ and $d=\tfrac14\sin\beta\cos\beta$. The asymmetry $a$ does not contain $P_1$: the doublet of one spin reports the polarisation of its neighbour. The pulse leaves spin 2 with longitudinal polarisation $P_2\cos\beta$, and the two lines count its populations. The independence of $P_1$ also needs $|P_1|\gg|P_2J/(\nu_1-\nu_2)|$, because the neglected part of the coupling adds terms of that order to the lines of spin 1. For $J=10$ Hz, a shift difference of 200 Hz, $P_2=0.4$ and $\beta=10^\circ$, the full coupling acting on the product state gives $a/\cos\beta=0.36$ at $P_1=0.4$ but $-0.13$ at $P_1=0.02$.

This explains the flip-angle dependence. At $90^\circ$ the neighbour's populations are equalised and the doublet is symmetric; beyond $90^\circ$ the asymmetry reverses. If the pulse acts on spin 1 alone, $I_{2z}$ is untouched and $a=P_2$ at every flip angle that gives a signal.

## The number that refutes uniform scaling

Take $P_1=P_2=0.4$ and $\beta=10^\circ$. The common factor is $0.1\sin10^\circ=0.017365$, and $P\cos\beta=0.3939$. Then

$$S_+=0.017365\times1.3939=0.02421,\qquad S_-=0.017365\times0.6061=0.01052 .$$

Relative to the thermal state above, the polarisation has grown by a factor of 12,495. One line has grown by 17,416 and the other by 7,573. No single enhancement factor describes both. The asymmetry of these two amplitudes, $0.3939$, divided by $\cos10^\circ$ returns $P=0.4$ without a thermal reference spectrum.

The weaker line, $\tfrac14P\sin\beta\,(1-P\cos\beta)$, does not even grow steadily. Its derivative with respect to $P$ vanishes at $P=1/(2\cos\beta)$, which lies below full polarisation if $\cos\beta>\tfrac12$. At $10^\circ$ the maximum is at $P=0.508$, with amplitude 0.0110; at $P=1$ the amplitude has fallen to 0.0007.

Reversing both polarisations is not a plain inversion either. At $P=-0.4$ the amplitudes are $S_+=-0.01052$ and $S_-=-0.02421$: the signs change and the strengths are exchanged. The asymmetry therefore carries the sign of $P_2$, provided one knows which line belongs to $\alpha$. That requires the sign of $J$ and the direction of the frequency axis.

## Several neighbours

With $n$ magnetically equivalent neighbours of polarisation $P$, all weakly coupled to spin 1 by the same $J$, each is found in $\alpha$ with probability $(1+P\cos\beta)/2$ after the pulse, independently of the others. The multiplet is binomial with this probability in place of $\tfrac12$. Coupling among the neighbours has no effect, because it commutes with both $I_{1+}$ and the neighbours' total $I_z$, which together determine the lines.

For three neighbours at $P=0.4$ and $10^\circ$, the line fractions are 0.339, 0.442, 0.192 and 0.028, whereas the thermal pattern 1:3:3:1 is 0.125, 0.375, 0.375 and 0.125. Weighting the lines by the mean neighbour projection, $1,\tfrac13,-\tfrac13,-1$, gives $0.394=P\cos\beta$, and again $P=0.4$. This is the weak-coupling limit; with the full coupling at $J=10$ Hz and a shift difference of 200 Hz the same weighting returns 0.357.

## When the asymmetry is not a polarisation

The product state was an assumption. A general pair without coherences has an independent coefficient $C=\langle4I_{1z}I_{2z}\rangle$ in place of $P_1P_2$. The same traces give

$$S_\pm=\tfrac14\sin\beta\,(P_1\pm C\cos\beta),\qquad a=\frac{C}{P_1}\cos\beta .$$

Suppose half the molecules have $P=0.8$ and half have none. The mean polarisation is 0.4, but $C=\tfrac12(0.8)^2=0.32$, so $a/\cos\beta=0.32/0.4=0.8$. The unpolarised molecules give no signal, and the asymmetry describes those that do.

A singlet pair is the opposite extreme. Once the coherence between $\alpha\beta$ and $\beta\alpha$ has averaged out at the frequency $\nu_1-\nu_2$, these two states are equally populated, so $P_1=0$ and $C=-1$. Then $S_\pm=\mp\tfrac14\sin\beta\cos\beta$: equal and opposite lines, $\mp0.125$ at $45^\circ$ and zero at $90^\circ$. This signal shows order without polarisation. These values are the limit $J/|\nu_1-\nu_2|\to0$; for $J=10$ Hz and a shift difference of 200 Hz the lines are $-0.127$ and $+0.122$ at $45^\circ$ and both $-0.0125$ at $90^\circ$.

Conversely, polarised spins carry some singlet order. The singlet projector is $\tfrac14-\mathbf I_1\cdot\mathbf I_2$, and in the product state $\langle\mathbf I_1\cdot\mathbf I_2\rangle=P_1P_2/4$. The singlet population is thus $(1-P_1P_2)/4$. The mean population of a triplet state is one third of the remainder, $(3+P_1P_2)/12$, and exceeds the singlet population by $P_1P_2/3$. For $P=0.4$ the singlet population is 0.21 and the excess is 0.053.

## Separating polarisation from the roof effect

Multiplets can also be asymmetric at thermal polarisation, if the coupling is not weak. The full coupling $J\,\mathbf I_1\cdot\mathbf I_2$ mixes $\alpha\beta$ and $\beta\alpha$ into

$$|u\rangle=\cos\theta\,|\alpha\beta\rangle+\sin\theta\,|\beta\alpha\rangle,\qquad |l\rangle=-\sin\theta\,|\alpha\beta\rangle+\cos\theta\,|\beta\alpha\rangle,$$

with $s\equiv\sin2\theta=J/\sqrt{J^2+(\nu_1-\nu_2)^2}$. Take $\nu_1>\nu_2$, $J>0$ and $P_1=P_2=P$.

The state after the pulse and the total detection operator are then unchanged by exchange of the spins. They connect $\alpha\alpha$ and $\beta\beta$ only to the symmetric combination $(|\alpha\beta\rangle+|\beta\alpha\rangle)/\sqrt2$. Its squared overlap with $|u\rangle$ is $(\cos\theta+\sin\theta)^2/2=(1+s)/2$, and with $|l\rangle$ it is $(1-s)/2$. Each weak-coupling amplitude is therefore multiplied by $1+s$ if the transition involves $|u\rangle$ and by $1-s$ if it involves $|l\rangle$.

The $\alpha$ line of spin 1 joins $\alpha\alpha$ to $|l\rangle$, which is mainly $\beta\alpha$; its $\beta$ line joins $|u\rangle$ to $\beta\beta$. For spin 2 the roles of $|u\rangle$ and $|l\rangle$ are exchanged. The ratios of $\alpha$ line to $\beta$ line are

$$R_1=\frac{1+P\cos\beta}{1-P\cos\beta}\,\frac{1-s}{1+s},\qquad R_2=\frac{1+P\cos\beta}{1-P\cos\beta}\,\frac{1+s}{1-s}.$$

The roof factors cancel in the product:

$$\sqrt{R_1R_2}=\frac{1+P\cos\beta}{1-P\cos\beta}.$$

For $J=10$ Hz and a shift difference of 200 Hz, $s=0.050$. The thermal doublets then have asymmetries of about $-0.050$ and $+0.050$, far above the thermal polarisation. At $P=0.4$ and $30^\circ$, $R_1=1.864$ and $R_2=2.277$. Treated as weakly coupled, the doublets separately suggest $P=0.348$ and $0.450$. Together they give $\sqrt{R_1R_2}=2.060$, hence $P\cos\beta=1.060/3.060=0.3464$ and $P=0.3464/0.8660=0.400$. The cancellation relies on $P_1=P_2$: for a product state with $P_1=0.45$ and $P_2=0.35$ the same recipe returns 0.408, and 0.477 if the shift difference is only 20 Hz.

Noise limits the precision. I simulated 400 decays of this pair, each with 2048 points at 1 ms spacing, a decay time of 0.6 s, an initial signal of 0.2 and Gaussian noise of standard deviation 0.005 in each quadrature. The four amplitudes were fitted by linear least squares, with frequencies and decay time taken as known. The recovered polarisation had mean 0.4004 and scatter 0.0037, about 1% of $P$ for a single decay. The mean is high by about two standard errors, and this is chance: propagating the noise through the fit gives a bias of only about $10^{-5}$ and a scatter of 0.00355.

The flip angle must be known as well, and near $90^\circ$ a hard pulse removes the very asymmetry that is to be measured. A small flip angle keeps the asymmetry large but weakens the signal in proportion to $\sin\beta$. For the noise above the scatter is smallest near $45^\circ$, at 0.0030, and rises to 0.009 at $10^\circ$. An error $\delta\beta$ in the flip angle shifts $P$ by $P\tan\beta\,\delta\beta$, which is 0.004 per degree at $30^\circ$.
